**Potential step of a square lattice of polarizable dipoles**

The program tests the step N p0 / [eps0 (1 + C alpha N^(3/2))], where N is the areal density, p0 the permanent normal moment, alpha the polarizability volume and C the square-lattice sum of inverse cubed distances. It asserts that a block sum for C agrees with a zeta-function product, and that explicit sums of dipole potentials reproduce the step. It also solves finite open patches without assuming equal moments and asserts that their extrapolated central moments agree with the formula within 0.5%. Further assertions cover the density of the largest step, the boundary conditions for image dipoles, and the mean orientation of a freely turning dipole. For alpha = 3 cubic angstrom, the output shows a 5.53-fold rise of the step between 1e14 and 1e15 per square centimetre, against 10-fold without induced moments. Separate estimates give 5.09 with film polarization, 5.83 with a randomly filled dilute layer and 5.58 with dipoles of finite length.

## Program and output

```python
# Result under test: a square lattice of upright polarizable dipoles in vacuum has
#   step = N p0 / (eps0 (1 + C alpha N^(3/2))),  C = sum' (i^2+j^2)^(-3/2).
# N: areal density; p0: permanent normal moment; alpha: polarizability volume.
# For alpha = 3 A^3, N from 1e14 to 1e15 cm^-2 raises the step about 5.5-fold.
# Internal units: angstrom (A), volt, elementary charge, unless stated.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

alpha = 3.0
density_cm2 = np.array([1e14, 1e15])
density = density_cm2 * 1e-16
spacing = density ** -0.5
moment_debye = 0.5
debye_SI = 1e-21 / const.c
p0_SI = moment_debye * debye_SI
p0 = p0_SI / const.e * 1e10
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
film_k = 2.7
height = 1.5
length = 1.0
temperature = 378.0
stiffness = 3.0
breakdown = 5.0
kT = const.k * temperature / const.e


def squared_grid(M):
    i = np.arange(-M, M + 1, dtype=float)
    return i[:, None] ** 2 + i[None, :] ** 2


def tail(M):
    # integral of r^-3 outside the square of half-side M + 1/2
    return 4 * np.sqrt(2) / (M + 0.5)


def inplane_sum(M, offset2=0.0):
    r2 = squared_grid(M)
    r2[M, M] = np.inf
    return np.sum((r2 + offset2) ** -1.5) + tail(M)


# Lattice constant: block sum against the zeta-function product
C = inplane_sum(300)
beta_function = (mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75)) / mp.mpf(4) ** 1.5
C_zeta = float(4 * mp.zeta(1.5) * beta_function)
assert abs(C - C_zeta) < 1e-6
midpoint_coeff = (3 / 8) * (8 / 3) * (5 / (6 * np.sqrt(2)))
for M in (5, 10, 20):
    error = inplane_sum(M) - C_zeta
    assert abs(error * (M + 0.5) ** 3 / midpoint_coeff - 1) < 0.05


# Potential of a unit dipole lattice with unit spacing, by explicit sum
def layer_potential(h, M=300):
    r2 = squared_grid(M) + h * h
    return np.sum(h * r2 ** -1.5) + h * tail(M)


x = C * alpha * density ** 1.5
moment = p0 / (1 + x)
step = density * 1e20 * (p0_SI / (1 + x)) / const.epsilon_0
step_bare = density * 1e20 * p0_SI / const.epsilon_0
for n in range(2):
    summed = coulomb * moment[n] * density[n]
    summed *= layer_potential(3.0) - layer_potential(-3.0)
    assert abs(summed / step[n] - 1) < 1e-5
ratio = step[1] / step[0]


# Self-consistent moments in open patches; no equality of moments imposed
def patch_centre(M, a):
    i = np.arange(-M, M + 1) * a
    X, Y = [g.ravel() for g in np.meshgrid(i, i)]
    r2 = (X[:, None] - X) ** 2 + (Y[:, None] - Y) ** 2
    np.fill_diagonal(r2, np.inf)
    matrix = alpha * r2 ** -1.5
    np.fill_diagonal(matrix, 1.0)
    return np.linalg.solve(matrix, np.ones(len(X)))[len(X) // 2]


patch = []
for n in range(2):
    small, large = patch_centre(10, spacing[n]), patch_centre(20, spacing[n])
    # linear extrapolation in inverse half-side; edge terms of higher order remain
    limit = (20.5 * large - 10.5 * small) / 10.0
    patch.append(limit)
    assert abs(limit * (1 + x[n]) - 1) < 5e-3
patch_ratio = density[1] * patch[1] / (density[0] * patch[0])
assert abs(patch_ratio / ratio - 1) < 5e-3
assert 5.45 < patch_ratio < 5.6 and 5.45 < ratio < 5.55

# Density of the largest step
peak = (2 / (C * alpha)) ** (2 / 3)
found = minimize_scalar(lambda N: -N / (1 + C * alpha * N ** 1.5),
                        bounds=(0.01, 1.0), method="bounded",
                        options={"xatol": 1e-9})
assert abs(found.x / peak - 1) < 1e-5 and peak > density[1]


# Normal field on the axis above a site, unit moment and unit spacing
def axial_field(h):
    m = np.sqrt(squared_grid(40))
    G = 2 * np.pi * m
    return 2 * np.pi * np.sum(G * np.exp(-G * h))


def axial_direct(h, M=400):
    r2 = squared_grid(M) + h * h
    return np.sum(3 * h * h * r2 ** -2.5 - r2 ** -1.5) - tail(M)


for h in (2 * height / spacing[0], 2 * height / spacing[1], 1.0):
    assert abs(axial_field(h) - axial_direct(h)) < 1e-5

# Image of an upright dipole at a dielectric boundary: check both conditions
image = (film_k - 1) / (film_k + 1)
transmitted = 2 / (film_k + 1)


def dipole_potential(rho, z):
    return z / (rho * rho + z * z) ** 1.5


def above(rho, z):
    return (dipole_potential(rho, z - height)
            + image * dipole_potential(rho, z + height))


def below(rho, z):
    return transmitted * dipole_potential(rho, z - height)


for rho in (0.4, 1.3, 4.0):
    dz = 1e-4
    slope_up = (above(rho, dz) - above(rho, -dz)) / (2 * dz)
    slope_down = (below(rho, dz) - below(rho, -dz)) / (2 * dz)
    assert abs(above(rho, 0) - below(rho, 0)) < 1e-12
    assert abs(slope_up - film_k * slope_down) < 1e-6
# The film leaves the relation between step and moment unchanged
upper = layer_potential(3.0) + image * layer_potential(4.0)
lower = transmitted * layer_potential(-3.0)
assert abs((upper - lower) / (4 * np.pi) - 1) < 1e-5
gain = np.array([alpha * image * axial_field(2 * height / a) / a ** 3
                 for a in spacing])
moment_film = 1 / (1 + x - gain)
ratio_film = density[1] * moment_film[1] / (density[0] * moment_film[0])

# Random filling of one tenth of the dense lattice, periodic supercell
cell = 30
offsets = (np.arange(cell) + cell // 2) % cell - cell // 2
DX, DY = np.meshgrid(offsets, offsets, indexing="ij")
kernel = np.full((cell, cell), tail(8) / cell ** 3)
for mx in range(-8, 9):
    for my in range(-8, 9):
        r2 = (DX + cell * mx) ** 2.0 + (DY + cell * my) ** 2.0
        r2[r2 == 0] = np.inf
        kernel += r2 ** -1.5
assert abs(kernel.sum() / C - 1) < 1e-3
rng = np.random.default_rng(7)
filled = round(cell * cell * density[0] / density[1])
means = []
for sample in range(200):
    sites = rng.choice(cell * cell, filled, replace=False)
    sx, sy = sites // cell, sites % cell
    coupling = kernel[(sx[:, None] - sx) % cell, (sy[:, None] - sy) % cell]
    matrix = np.eye(filled) + alpha * density[1] ** 1.5 * coupling
    means.append(np.linalg.solve(matrix, np.ones(filled)).mean())
random_mean = np.mean(means)
random_error = np.std(means, ddof=1) / np.sqrt(len(means))
ratio_random = density[1] / density[0] / (1 + x[1]) / random_mean

# Finite dipole length: opposite charges, field taken at neighbour's centre
x_long = np.array([alpha * inplane_sum(300, (length / (2 * a)) ** 2) / a ** 3
                   for a in spacing])
ratio_long = density[1] / density[0] * (1 + x_long[0]) / (1 + x_long[1])

# Local field and thermal tilt
local_field = coulomb * C * moment * density ** 1.5
turning_energy = p0 * local_field


def mean_cosine(bending, energy):
    def weight(t):
        exponent = bending * t * t / 2 + energy * np.cos(t)
        return np.sin(t) * np.exp(-exponent / kT)
    top = quad(lambda t: np.cos(t) * weight(t), 0, np.pi, limit=200)[0]
    return top / quad(weight, 0, np.pi, limit=200)[0]


upright = [mean_cosine(stiffness, u) for u in turning_energy]
free = mean_cosine(0.0, turning_energy[1])
u = turning_energy[1] / kT
assert abs(free + 1 / np.tanh(u) - 1 / u) < 1e-7
ratio_tilt = ratio * upright[1] / upright[0]

# Laterally varying field 1 nm away from the layer, on the axis of a dipole
far_field = np.array([coulomb * moment[n] * axial_field(10 / spacing[n])
                      / spacing[n] ** 3 * 100 for n in range(2)])
assert np.all(far_field < breakdown)

print(f"Polarizability volume: {alpha:.1f} A^3")
print(f"Permanent normal moment: {moment_debye:.2f} D")
for M in (1, 2, 10):
    plain = inplane_sum(M) - tail(M)
    print(f"Block M={M}: sum {plain:.4f}, tail {tail(M):.4f}, "
          f"total {inplane_sum(M):.4f}")
print(f"Midpoint error coefficient: {midpoint_coeff:.4f}")
print(f"Lattice constant C: {C:.4f}; zeta product: {C_zeta:.4f}")
for n in range(2):
    print(f"--- Density {density_cm2[n]:.0e} cm^-2 ---")
    print(f"Spacing: {spacing[n] / 10:.4f} nm")
    print(f"N^(3/2): {density[n] ** 1.5:.6f} A^-3")
    print(f"Depolarization x: {x[n]:.4f}")
    print(f"Moment: {moment_debye / (1 + x[n]):.4f} D")
    print(f"Moment/p0 from extrapolated patches: {patch[n]:.4f}; "
          f"formula: {1 / (1 + x[n]):.4f}")
    print(f"Step without depolarization: {step_bare[n]:.4f} V")
    print(f"Step with depolarization: {step[n]:.4f} V")
    print(f"Local field opposing dipole: {local_field[n] * 100:.3f} MV/cm")
    print(f"Energy p0 times local field: {turning_energy[n] * 1000:.3f} meV")
    print(f"Film image term, subtracted from 1+x: {gain[n]:.4f}")
    print(f"Mean cosine with bending stiffness: {upright[n]:.5f}")
    print(f"Field 1 nm from layer: {far_field[n]:.2e} MV/cm")
print("--- Comparison ---")
print(f"Step ratio without depolarization: {step_bare[1] / step_bare[0]:.3f}")
print(f"Step ratio with depolarization: {ratio:.3f}")
print(f"Step ratio from patches: {patch_ratio:.3f}")
print(f"Density of maximum step: {peak * 1e16:.3e} cm^-2")
print(f"Film permittivity: {film_k:.1f}; dipole height: {height / 10:.2f} nm")
print(f"Image factor: {image:.4f}; ratio with film: {ratio_film:.3f}")
print(f"Random dilute layer, mean moment/p0: {random_mean:.4f} "
      f"+/- {random_error:.4f}")
print(f"Ratio with random dilute layer: {ratio_random:.3f}")
print(f"Dipole length: {length / 10:.2f} nm; ratio: {ratio_long:.3f}")
print(f"Temperature: {temperature:.0f} K; kT: {kT * 1000:.2f} meV")
print(f"Bending stiffness: {stiffness:.1f} eV/rad^2; ratio: {ratio_tilt:.4f}")
print(f"Mean cosine of free dipole in dense-layer field: {free:.3f}")
print(f"Rough low-k breakdown field: {breakdown:.1f} MV/cm")
print("tests ok")
```

Running it gives:

```
Polarizability volume: 3.0 A^3
Permanent normal moment: 0.50 D
Block M=1: sum 5.4142, tail 3.7712, total 9.1854
Block M=2: sum 6.8065, tail 2.2627, total 9.0693
Block M=10: sum 8.4954, tail 0.5387, total 9.0341
Midpoint error coefficient: 0.5893
Lattice constant C: 9.0336; zeta product: 9.0336
--- Density 1e+14 cm^-2 ---
Spacing: 1.0000 nm
N^(3/2): 0.001000 A^-3
Depolarization x: 0.0271
Moment: 0.4868 D
Moment/p0 from extrapolated patches: 0.9736; formula: 0.9736
Step without depolarization: 0.1884 V
Step with depolarization: 0.1834 V
Local field opposing dipole: 1.318 MV/cm
Energy p0 times local field: 1.372 meV
Film image term, subtracted from 1+x: 0.0921
Mean cosine with bending stiffness: 0.98922
Field 1 nm from layer: 4.78e-02 MV/cm
--- Density 1e+15 cm^-2 ---
Spacing: 0.3162 nm
N^(3/2): 0.031623 A^-3
Depolarization x: 0.8570
Moment: 0.2693 D
Moment/p0 from extrapolated patches: 0.5386; formula: 0.5385
Step without depolarization: 1.8837 V
Step with depolarization: 1.0143 V
Local field opposing dipole: 23.059 MV/cm
Energy p0 times local field: 24.004 meV
Film image term, subtracted from 1+x: 0.0200
Mean cosine with bending stiffness: 0.98913
Field 1 nm from layer: 9.47e-07 MV/cm
--- Comparison ---
Step ratio without depolarization: 10.000
Step ratio with depolarization: 5.531
Step ratio from patches: 5.532
Density of maximum step: 1.759e+15 cm^-2
Film permittivity: 2.7; dipole height: 0.15 nm
Image factor: 0.4595; ratio with film: 5.090
Random dilute layer, mean moment/p0: 0.9241 +/- 0.0005
Ratio with random dilute layer: 5.827
Dipole length: 0.10 nm; ratio: 5.584
Temperature: 378 K; kT: 32.57 meV
Bending stiffness: 3.0 eV/rad^2; ratio: 5.5305
Mean cosine of free dipole in dense-layer field: -0.237
Rough low-k breakdown field: 5.0 MV/cm
tests ok
```
